**Thermal penetration depth in a low-k dielectric**

For heating modulated at frequency f at the face of a thick layer, the temperature oscillation falls to 1/e of its face value at μ = sqrt(k/(π f C)), where k is the thermal conductivity and C the heat capacity per volume. With k = 0.3 W/(m K), C = 1.5e6 J/(m³ K) and f = 10 MHz, the output gives μ = 79.79 nm. The program integrates the heat equation in time and asserts that the depth, the phase lag and the face temperature agree with the formulas within 0.5 percent. With the same tolerance it checks the depth in a 100 nm film on a heat sink, and the mean rise and ripple of a copper line heated by an alternating current. For that line the output shows a mean rise of 5.0 K and a ripple of 0.155 K at twice the current frequency. The program also asserts that the ripple adds less than one hundredth of what the mean rise adds to the activated diffusion rate. A radial finite-volume solution is compared with the Bessel-function result for a buried cylinder of 50 nm radius, where the depth shrinks to 53.9 nm. Material inputs are rough typical values.

## Numerical verification

```python
"""Thermal penetration depth in a low-k dielectric.

Result under test: heating modulated at frequency f at the face of a uniform
half-space gives a temperature oscillation whose amplitude falls to 1/e at
    mu = sqrt(k / (pi f C)).
k: thermal conductivity, C: heat capacity per volume, D = k/C: diffusivity,
q = (1+i)/mu: complex decay constant, L: film thickness above a heat sink.
The heat equation is integrated in time and its harmonics are compared with
the closed formulas. SI units are used inside; printed units are stated.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import kv

k = 0.3
C = 1.5e6
f = 10e6
D = k / C
nm = 1e-9
kB_eV = physical_constants["Boltzmann constant in eV/K"][0]


def penetration_depth(frequency, conductivity=k):
    return np.sqrt(conductivity / (np.pi * frequency * C))


def decay_constant(frequency):
    return (1 + 1j) / penetration_depth(frequency)


def simulate(flux, thickness, metal_capacity=0.0, periods=40,
             cells=300, steps=200):
    """Crank-Nicolson heat flow; returns depths, times, last-period history.

    The face receives flux(t), the far side is held at zero temperature rise,
    and metal_capacity is the areal heat capacity of a line on the face.
    """
    dz = thickness / cells
    dt = 1 / (f * steps)
    capacity = np.full(cells, C * dz)
    capacity[0] = C * dz / 2 + metal_capacity
    conductance = k / dz
    flow = conductance * (np.diag(np.full(cells, -2.0))
                          + np.diag(np.ones(cells - 1), 1)
                          + np.diag(np.ones(cells - 1), -1))
    flow[0, 0] = -conductance
    left = np.diag(capacity / dt) - flow / 2
    right = np.diag(capacity / dt) + flow / 2
    source = np.zeros(cells)
    source[0] = 1.0
    propagator = np.linalg.solve(left, right)
    response = np.linalg.solve(left, source)
    temperature = np.zeros(cells)
    times, history = [], []
    for n in range(periods * steps):
        mean_flux = (flux(n * dt) + flux((n + 1) * dt)) / 2
        temperature = propagator @ temperature + response * mean_flux
        if n >= (periods - 1) * steps:
            times.append((n + 1) * dt)
            history.append(temperature)
    return np.arange(cells) * dz, np.array(times), np.array(history)


def harmonic(times, history, frequency):
    wave = np.exp(-2j * np.pi * frequency * times)
    return 2 * np.mean(history * wave[:, None], axis=0)


def crossing(z, phasor):
    """Depth and phase lag where the amplitude is 1/e of its face value."""
    ratio = phasor / phasor[0]
    fall = -np.log(np.abs(ratio))
    j = np.argmax(fall > 1)
    weight = (1 - fall[j - 1]) / (fall[j] - fall[j - 1])
    lag = -np.unwrap(np.angle(ratio))
    return (z[j - 1] + weight * (z[j] - z[j - 1]),
            lag[j - 1] + weight * (lag[j] - lag[j - 1]))


def film_depth(thickness, frequency):
    q = decay_constant(frequency)
    return brentq(lambda z: abs(np.sinh(q * (thickness - z))
                                / np.sinh(q * thickness)) - np.exp(-1),
                  0, thickness)


mu = penetration_depth(f)
q = decay_constant(f)

# Deep slab, sinusoidal heating: depth, phase and face amplitude.
p_test = 1e6
z, times, history = simulate(
    lambda t: p_test * np.cos(2 * np.pi * f * t), 6 * mu)
deep = harmonic(times, history, f)
depth_sim, lag_sim = crossing(z, deep)
face_formula = p_test / (k * q)
# Grid and time-step errors are below 0.1 percent; 0.5 percent is allowed.
assert abs(depth_sim / mu - 1) < 0.005
assert abs(lag_sim - 1) < 0.005
assert abs(deep[0] / face_formula - 1) < 0.005
assert abs(mu / nm - 80) < 1

# Thin film: the heat sink shortens the decay.
thin = 100 * nm
z, times, history = simulate(
    lambda t: p_test * np.cos(2 * np.pi * f * t), thin)
thin_sim, _ = crossing(z, harmonic(times, history, f))
thin_depth = film_depth(thin, f)
assert abs(thin_sim / thin_depth - 1) < 0.005
assert thin_depth < 0.95 * mu

# Wide copper line heated by an alternating current, rough typical values.
film = 200 * nm
line_height = 100 * nm
copper_capacity = 3.4e6
resistivity = 3e-8
j_rms = 5e10
metal = copper_capacity * line_height
mean_power = j_rms**2 * resistivity * line_height


def joule_flux(t):
    current_density = np.sqrt(2) * j_rms * np.cos(2 * np.pi * f * t)
    return current_density**2 * resistivity * line_height


z, times, history = simulate(joule_flux, film, metal)
mean_rise = mean_power * film / k
q2 = decay_constant(2 * f)
ripple = mean_power / abs(k * q2 / np.tanh(q2 * film)
                          + 2j * np.pi * 2 * f * metal)
ripple_no_metal = mean_power / abs(k * q2 / np.tanh(q2 * film))
joule_phasor = harmonic(times, history, 2 * f)
joule_depth_sim, _ = crossing(z, joule_phasor)
assert abs(history[:, 0].mean() / mean_rise - 1) < 0.005
assert abs(abs(joule_phasor[0]) / ripple - 1) < 0.005
assert abs(harmonic(times, history, f)[0]) < 0.01 * ripple
assert abs(joule_depth_sim / film_depth(film, 2 * f) - 1) < 0.005
assert abs(joule_depth_sim / (mu / np.sqrt(2)) - 1) < 0.03

# Activated diffusion: mean heating against ripple over a full cycle.
activation = 0.9
T_use = 378.0
T_mean = T_use + mean_rise
rate_factor = np.exp(activation / kB_eV * (1 / T_use - 1 / T_mean))
T_cycle = T_use + history[:, 0]
T_average = T_cycle.mean()
cycle_excess = np.mean(np.exp(
    activation / kB_eV * (1 / T_average - 1 / T_cycle))) - 1
slope = activation / (kB_eV * T_mean**2)
excess_formula = (slope**2 - 2 * slope / T_mean) * ripple**2 / 4
# The expansion stops at second order in the small ripple.
assert abs(cycle_excess / excess_formula - 1) < 0.03
assert cycle_excess < 0.01 * (rate_factor - 1)

# Narrow line as a buried cylinder: Bessel formula against finite volumes.
radius = 50 * nm
radial_depth = brentq(
    lambda s: abs(kv(0, q * (radius + s)) / kv(0, q * radius))
    - np.exp(-1), 0, 3 * mu)
count = 3000
dr = 10 * mu / count
r = radius + dr * np.arange(1, count)
inner, outer = (r - dr / 2) / dr**2, (r + dr / 2) / dr**2
bands = np.zeros((3, count - 1), complex)
bands[0, 1:] = outer[:-1]
bands[1] = -inner - outer - q**2 * r
bands[2, :-1] = inner[1:]
rhs = np.zeros(count - 1, complex)
rhs[0] = -inner[0]
radial = np.concatenate(([1], solve_banded((1, 1), bands, rhs)))
radial_sim, _ = crossing(dr * np.arange(count), radial)
assert abs(radial_sim / radial_depth - 1) < 0.005
assert radial_depth < mu

# Limits of Fourier's law and of a perfect interface, rough inputs.
sound_speed = 2500.0
free_path = 3 * k / (C * sound_speed)
relaxation = free_path / sound_speed
boundary_resistance = 1e-8
assert free_path < 0.01 * mu
assert 2 * np.pi * f * relaxation < 1e-3


def show(label, value, unit, form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


print("MAIN CALCULATION")
show("conductivity k", k, "W/(m K)")
show("heat capacity C", C, "J/(m^3 K)")
show("heating frequency f", f / 1e6, "MHz")
show("diffusivity D", D, "m^2/s")
show("angular frequency", 2 * np.pi * f, "rad/s")
show("penetration depth mu", mu / nm, "nm", ".2f")
show("penetration depth mu", mu / 1e-10, "angstrom", ".1f")
show("depth from time integration", depth_sim / nm, "nm", ".2f")
show("phase lag there, time integration", lag_sim, "rad", ".4f")
show("face lag behind flux, time integration",
     -np.degrees(np.angle(deep[0])), "degrees", ".2f")
show("thermal wavelength", 2 * np.pi * mu / nm, "nm", ".1f")
show("other length sqrt(D/omega)", np.sqrt(D / (2 * np.pi * f)) / nm, "nm")
show("other length sqrt(D/f)", np.sqrt(D / f) / nm, "nm")
show("half-space depth for 10 MHz current",
     penetration_depth(2 * f) / nm, "nm", ".2f")
print("COPPER LINE ON FILM (rough typical inputs)")
show("film thickness", film / nm, "nm")
show("line height", line_height / nm, "nm")
show("copper heat capacity", copper_capacity, "J/(m^3 K)")
show("line resistivity", resistivity * 1e8, "microohm cm")
show("rms current density", j_rms / 1e10, "MA/cm^2")
show("mean heat flux", mean_power, "W/m^2")
show("mean temperature rise", mean_rise, "K", ".3f")
show("ripple amplitude at 20 MHz", ripple, "K", ".3f")
show("ripple if metal stored no heat", ripple_no_metal, "K", ".3f")
show("activation energy", activation, "eV")
show("temperature of use", T_use, "K")
show("diffusion rate factor from mean rise", rate_factor, "", ".3f")
show("extra rate from ripple", 100 * cycle_excess, "percent", ".2g")
print("NEGLECTED EFFECTS AT 10 MHz HEATING")
show("depth in 200 nm film on sink", film_depth(film, f) / nm, "nm", ".1f")
show("depth in 100 nm film on sink", thin_depth / nm, "nm", ".1f")
show("cylinder radius", radius / nm, "nm")
show("depth outside cylinder", radial_depth / nm, "nm", ".1f")
show("depth if k is 10 percent higher",
     penetration_depth(f, 1.1 * k) / nm, "nm", ".1f")
show("boundary resistance, rough", boundary_resistance, "m^2 K/W")
show("equivalent dielectric thickness", k * boundary_resistance / nm, "nm")
show("sound speed, rough", sound_speed, "m/s")
show("heat-carrier mean free path", free_path / nm, "nm", ".2f")
show("omega times relaxation time", 2 * np.pi * f * relaxation, "", ".1e")
print("all tests passed")
```

Printed output:

```
MAIN CALCULATION
conductivity k: 0.3 W/(m K)
heat capacity C: 1.5e+06 J/(m^3 K)
heating frequency f: 10 MHz
diffusivity D: 2e-07 m^2/s
angular frequency: 6.283e+07 rad/s
penetration depth mu: 79.79 nm
penetration depth mu: 797.9 angstrom
depth from time integration: 79.79 nm
phase lag there, time integration: 1.0000 rad
face lag behind flux, time integration: 45.01 degrees
thermal wavelength: 501.3 nm
other length sqrt(D/omega): 56.42 nm
other length sqrt(D/f): 141.4 nm
half-space depth for 10 MHz current: 56.42 nm
COPPER LINE ON FILM (rough typical inputs)
film thickness: 200 nm
line height: 100 nm
copper heat capacity: 3.4e+06 J/(m^3 K)
line resistivity: 3 microohm cm
rms current density: 5 MA/cm^2
mean heat flux: 7.5e+06 W/m^2
mean temperature rise: 5.000 K
ripple amplitude at 20 MHz: 0.155 K
ripple if metal stored no heat: 0.996 K
activation energy: 0.9 eV
temperature of use: 378 K
diffusion rate factor from mean rise: 1.434
extra rate from ripple: 0.0028 percent
NEGLECTED EFFECTS AT 10 MHz HEATING
depth in 200 nm film on sink: 84.1 nm
depth in 100 nm film on sink: 61.3 nm
cylinder radius: 50 nm
depth outside cylinder: 53.9 nm
depth if k is 10 percent higher: 83.7 nm
boundary resistance, rough: 1e-08 m^2 K/W
equivalent dielectric thickness: 3 nm
sound speed, rough: 2500 m/s
heat-carrier mean free path: 0.24 nm
omega times relaxation time: 6.0e-06
all tests passed
```
